# Through-bond coupling of lone pairs: McConnell's formula and the parity rule

## A splitting that changes sign

Take the diamines H₂N–(CH₂)ₖ–NH₂ with a fully extended zigzag skeleton, each nitrogen lone pair pointing where the next atom of the zigzag would be. Let $n_1,n_2$ be the lone pairs, both with their positive lobe outward, and let $S=(n_1+n_2)/\sqrt2$ and $A=(n_1-n_2)/\sqrt2$. A restricted Hartree–Fock calculation in the STO-3G basis gives, for the two highest occupied orbitals,

| σ bonds between N atoms, $m=k+1$ | $E_S-E_A$ (eV) |
|---|---|
| 3 | +1.86 |
| 4 | −1.27 |
| 5 | +0.86 |
| 6 | −0.65 |

The lone pairs point away from each other, yet their combinations differ by more than half an electronvolt across six bonds, and each added bond reverses their order. Both the decay and the alternation need an explanation.

## One bridge orbital

Let both lone pairs have energy $a$, and let each couple with strength $\tau$ to one bridge orbital $b$ of energy $\epsilon_b<a$. The basis is orthonormal and $n_1,n_2$ have no direct coupling. Then

$$\langle b|H|S\rangle=\frac{\tau+\tau}{\sqrt2}=\sqrt2\,\tau,\qquad \langle b|H|A\rangle=\frac{\tau-\tau}{\sqrt2}=0 .$$

$A$ stays at $a$. $S$ mixes with $b$, and its energy obeys $(E-a)(E-\epsilon_b)=2\tau^2$. Since $b$ lies below, $S$ is pushed up. For weak coupling, $E_S-E_A\approx 2\tau^2/(a-\epsilon_b)$, the splitting that a direct coupling $V=\tau^2/(a-\epsilon_b)$ would produce.

With $a=0$, $\epsilon_b=-4$ eV and $\tau=-0.8$ eV, $V=0.64/4=0.160$ eV, so the estimate is $2V=0.320$ eV. The quadratic equation $E^2+4E-1.28=0$ gives 0.298 eV. The estimate is 7% above this value, and the general treatment must account for the difference.

## Any bridge: partitioning

Collect the lone-pair coefficients in $c_P$ and the bridge coefficients in $c_Q$. The eigenvalue equation is

$$H_{PP}c_P+H_{PQ}c_Q=Ec_P,\qquad H_{QP}c_P+H_{QQ}c_Q=Ec_Q .$$

If $E$ is not a level of the isolated bridge, the second equation gives $c_Q=G(E)H_{QP}c_P$ with $G(E)=(E-H_{QQ})^{-1}$. Substitution in the first gives

$$H_{\rm eff}(E)\,c_P=E\,c_P,\qquad H_{\rm eff}(E)=H_{PP}+H_{PQ}\,G(E)\,H_{QP}.$$

Nothing has been approximated; the price is that the $2\times2$ matrix depends on $E$.

Now let the bridge be a mirror-symmetric chain of $N$ orbitals, with $n_1$ coupled by $\tau$ to orbital 1 and $n_2$ by $\tau$ to orbital $N$. Both diagonal elements of $H_{\rm eff}$ are $a+\Sigma(E)$ and the off-diagonal element is $V(E)$, where

$$\Sigma=\tau^2G_{11},\qquad V=\tau^2G_{1N}.$$

The vectors $(1,\pm1)$ diagonalize this matrix, so

$$E=a+\Sigma(E)\pm V(E),$$

with the upper sign for $S$. Positive $V$ puts $S$ above $A$.

To extract the splitting, define $E^*$ by $E^*=a+\Sigma(E^*)$ and write $E=E^*+\delta$, $s=\pm1$. Let $V$ and its derivatives count as small of first order. With all functions taken at $E^*$,

$$(1-\Sigma')\,\delta=sV+sV'\delta+\tfrac12\Sigma''\delta^2+O(V^3).$$

In first order $\delta=sV/(1-\Sigma')$. Inserting this in the small terms and using $s^2=1$,

$$(1-\Sigma')\,\delta=sV+\frac{V'V}{1-\Sigma'}+\frac{\Sigma''V^2}{2(1-\Sigma')^2}+O(V^3).$$

The second-order terms do not contain $s$. They shift $S$ and $A$ together and cancel in the difference:

$$E_S-E_A=\frac{2V(E^*)}{1-\Sigma'(E^*)}+O(V^3).$$

Because $dG/dE=-G^2$, the slope is $\Sigma'=-\tau^2\sum_jG_{1j}^2$, which is negative. The denominator therefore exceeds 1. It is a normalization: a unit coefficient on $n_1$ carries bridge coefficients $\tau G_{j1}$, so the squared norm is $1+\tau^2\sum_jG_{1j}^2=1-\Sigma'$. Up to terms of first order in $V$ and $V'$, $1/(1-\Sigma')$ is the fraction of $S$ or $A$ that remains on the lone pairs.

For the single bridge orbital this formula gives 0.297 eV against 0.298 eV, which removes most of the 7% discrepancy.

## A chain: the corner element

Let the internal couplings be $t_1,\dots,t_{N-1}$ and $M=E-H_{QQ}$, so that $M_{j,j+1}=-t_j$. By the cofactor rule, $G_{1N}$ is $(-1)^{N+1}$ times the determinant of $M$ without row $N$ and column 1, divided by $\det M$. The reduced matrix has $M_{j,j+1}=-t_j$ on its diagonal and zeros above it, since $M_{j,j+2}=0$. Its determinant is $(-1)^{N-1}\prod_j t_j$. The two signs multiply to $+1$:

$$V(E)=\frac{\tau^2\,t_1t_2\cdots t_{N-1}}{\det(E-H_{QQ})}.$$

The numerator describes one passage along the chain. The denominator contains the bridge levels.

## The uniform bridge and McConnell's formula

Let all bridge energies be $\epsilon_b$, all internal couplings $t$, and $\Delta=E-\epsilon_b$. Expanding the determinant $P_N$ along its last row gives

$$P_N=\Delta P_{N-1}-t^2P_{N-2},\qquad P_0=1,\quad P_1=\Delta .$$

The leading term is $\Delta^N$. If the next one is $-c_Nt^2\Delta^{N-2}$, the recursion requires $c_N=c_{N-1}+1$ with $c_1=0$, so $c_N=N-1$. Hence

$$V=\frac{\tau^2}{\Delta}\left(\frac t\Delta\right)^{N-1}\left[1+(N-1)\frac{t^2}{\Delta^2}+\dots\right].$$

The factor before the bracket is McConnell's superexchange formula. Each added unit multiplies the coupling by $t/\Delta$. The bracket shows its condition: $(N-1)t^2/\Delta^2\ll1$. A small $|t/\Delta|$ is not sufficient when the bridge is long.

The recursion can also be solved in full. For $\Delta>2|t|$ set $\Delta=2|t|\cosh\kappa$ with $\kappa>0$. A trial solution $P_N=|t|^Nx^N$ requires $x+1/x=2\cosh\kappa$, so $x=e^{\pm\kappa}$. The combination that satisfies both starting values is

$$P_N=|t|^N\frac{\sinh (N+1)\kappa}{\sinh\kappa},\qquad |V|=\frac{\tau^2}{|t|}\,\frac{\sinh\kappa}{\sinh(N+1)\kappa}.$$

For $\Delta<-2|t|$, $P_N$ acquires a factor $(-1)^N$, and $|V|$ is the same with $|\Delta|=2|t|\cosh\kappa$. For a long bridge each unit multiplies $|V|$ by

$$e^{-\kappa}=\frac{|\Delta|-\sqrt{\Delta^2-4t^2}}{2|t|},$$

which tends to $|t/\Delta|$ when $|t|\ll|\Delta|$.

Keep the parameters above and take $t=-1$ eV. For $N=3$ and $E=a$, McConnell's formula gives $0.160\times(-1/4)^2=0.0100$ eV. The full determinant is $4^3-2\times4=56$ eV³, so $V=0.64/56=0.0114$ eV. In the table the last column comes from diagonalizing the whole chain.

| $N$ | McConnell $V$ (meV) | $V(a)$ (meV) | $E_S-E_A$ (meV) |
|---|---|---|---|
| 1 | 160 | 160 | 298 |
| 2 | −40.0 | −42.7 | −75.1 |
| 3 | 10.0 | 11.4 | 19.2 |
| 4 | −2.50 | −3.06 | −4.91 |
| 6 | −0.156 | −0.220 | −0.321 |

The splitting is smaller than $2|V(a)|$ for two reasons contained in the splitting formula. The bridge pushes $E^*$ above $a$, which increases $\Delta$, and the denominator $1-\Sigma'$ exceeds 1.

Here $|t/\Delta|=0.250$ but $e^{-\kappa}=0.268$. The small difference accumulates: $V(a)$ is 1.41 times McConnell's value at $N=6$ and 3.7 times at $N=20$.

The limit $|\Delta|\to2|t|$ marks the end of exponential decay. Then $\kappa\to0$ and $|V|\to\tau^2/[|t|(N+1)]$. For $|\Delta|<2|t|$ the energy lies inside the bridge band, $\kappa$ is imaginary, and the hyperbolic sines become ordinary sines. $V$ then oscillates with $N$ and diverges when $E$ meets a bridge level. Each level of a mirror-symmetric bridge is even or odd, so at such a level only the combination of the same parity, $S$ or $A$, mixes strongly with the bridge. For small $\tau$ the other stays on the lone pairs, and the two no longer form a weakly split pair.

## The sign is a count

Write the determinant as $\prod_k(E-\epsilon_k)$ over the bridge levels. Each level above $E$ contributes one minus sign. For any chain, therefore,

$$\operatorname{sgn}V=\operatorname{sgn}(\text{product of all couplings, ends included})\times(-1)^{\nu},$$

where $\nu$ is the number of bridge levels above $E$. Reversing the phase of a bridge orbital changes two couplings and leaves the result alone. The phases of $n_1$ and $n_2$ do matter: $n_2$ must be the image of $n_1$ under the symmetry operation that exchanges them, or the labels $S$ and $A$ lose their meaning.

In the uniform example all $N+1$ couplings are negative and $\nu=0$. The sign is $(-1)^{N+1}$, as in the table.

## Real σ bonds have two orbitals

A σ bond supplies an antibonding orbital as well as a bonding one, so the count must be repeated. Describe each bond by two hybrids directed at each other, coupled by $\beta<0$. Neighbouring bonds meet at an atom, where two hybrids couple by $\gamma$. For sp³ hybrids with directions $\mathbf u,\mathbf u'$,

$$h=\tfrac12s+\tfrac{\sqrt3}2\,\mathbf p\cdot\mathbf u,\qquad \mathbf u\cdot\mathbf u'=-\tfrac13,$$

$$\gamma=\langle h|H|h'\rangle=\tfrac14\epsilon_s+\tfrac34\left(-\tfrac13\right)\epsilon_p=\frac{\epsilon_s-\epsilon_p}4<0 .$$

The lone pairs are outward hybrids of the same kind. The whole chain is $n_1,h_1,\dots,h_{2m},n_2$ with couplings $\gamma,\beta,\gamma,\dots,\beta,\gamma$. There are $m+1$ couplings $\gamma$ and $m$ couplings $\beta$, together $2m+1$ negative numbers. If $E$ lies between the $m$ bonding and the $m$ antibonding levels, $\nu=m$, and

$$\operatorname{sgn}V=(-1)^{2m+1}(-1)^m=(-1)^{m+1}.$$

This is the parity rule of the nearest-neighbour chain, a model that contains no dihedral angles: **$S$ lies above $A$ when the number of intervening σ bonds is odd, and below it when that number is even.**

The magnitude is simple if all hybrids have energy $a$ and $E=a$. Let $g_j=G_{1j}$, so that $-H_{QQ}\,g=(1,0,\dots,0)$ with energies measured from $a$. The first row reads $-\beta g_2=1$. Each later odd row gives $\gamma g_{2l}+\beta g_{2l+2}=0$. The last row gives $\beta g_{2m-1}=0$, and the other even rows then make every odd component vanish. With $q=\gamma/\beta>0$,

$$g_{2l}=-\frac1\beta(-q)^{l-1},\qquad V=\gamma^2g_{2m}=(-1)^{m+1}|\gamma|\,q^m .$$

The last step uses $-\gamma^2/\beta=|\gamma|q$. Since $g_1=0$, $\Sigma(a)=0$ and $E^*=a$. The slope follows from the same components:

$$1-\Sigma'=1+\gamma^2\sum_{l=1}^m g_{2l}^2=\sum_{l=0}^mq^{2l}=\frac{1-q^{2m+2}}{1-q^2}.$$

Choose $\epsilon_s-\epsilon_p=-8$ eV, hence $\gamma=-2$ eV, and $\beta=-6$ eV, so $q=1/3$. For $m=3$, $V=2/27=0.0741$ eV and $1-\Sigma'=1+1/9+1/81+1/729=1.125$. The predicted splitting is $0.1481/1.125=0.1317$ eV; diagonalization gives 0.1318 eV. For $m=4$ it gives −0.0439 eV, smaller by the expected factor of about 3 and opposite in sign.

The antibonding orbitals are not a minor correction here. Form $b=(h+h')/\sqrt2$ at energy $-|\beta|$ and $b^*=(h-h')/\sqrt2$ at $+|\beta|$, relative to $a$. Crossing a bond from its left to its right hybrid contributes

$$b:\ \frac{\frac1{\sqrt2}\cdot\frac1{\sqrt2}}{|\beta|}=\frac1{2|\beta|},\qquad
b^*:\ \frac{\frac1{\sqrt2}\cdot\left(-\frac1{\sqrt2}\right)}{-|\beta|}=\frac1{2|\beta|}.$$

The minus sign in the phase of $b^*$ cancels the one in its energy denominator. There are $2^m$ forward paths, each worth $\gamma^{m+1}/(2|\beta|)^m$, and their sum $\gamma^{m+1}/|\beta|^m$ is already the whole $V$ found above. For $m=3$, eight paths of 0.00926 eV add up to 0.0741 eV. The path through bonding orbitals alone has the right sign but one eighth of the size.

## When the coupling is not weak

The molecular splittings exceed 1 eV in two cases, so an argument for the order that does not rely on small $V$ is useful.

Consider the complete chain of $L=2m+2$ orbitals, mirror-symmetric and with all couplings negative. In an eigenvector the first coefficient fixes the second through the first row, then the third through the second row, and so on. Each energy thus has one eigenvector up to a factor: no two levels coincide. Each eigenvector must then be even or odd under reversal of the chain.

Now change the energies and couplings continuously into those of a uniform chain, keeping the mirror symmetry and the negative signs. Levels never meet on the way, so the sequence of parities from the bottom cannot change. For the uniform chain the $k$th eigenvector has coefficients $\sin[\pi kj/(L+1)]$. Replacing $j$ by $L+1-j$ gives

$$\sin\left(\pi k-\frac{\pi kj}{L+1}\right)=(-1)^{k-1}\sin\frac{\pi kj}{L+1}.$$

The parities are therefore $S,A,S,A,\dots$ from the bottom. The $m$ bonds and two lone pairs fill $m+2$ levels, and the two highest of these are numbers $m+1$ and $m+2$. The upper one has parity $(-1)^{m+1}$ at any coupling strength within the nearest-neighbour chain. This is the rule again, without small $V$, as long as these two levels keep mainly lone-pair character. That needs the lone-pair energy in the gap between bonding and antibonding levels; in the equal-energy model it also needs $q<1$, since for $q>1$ the normalization $\sum_l q^{2l}$ is large and the weight moves onto the bridge.

## Where the rule can fail

A direct coupling $w$ between the lone pairs links the ends of the chain and breaks the premise of both arguments. It adds to the off-diagonal element:

$$E=a+\Sigma(E)\pm[V(E)+w].$$

In the equal-energy model $\Sigma(a)=0$, so at $w=-V(a)$ both equations are solved by $E=a$: $S$ and $A$ cross. For $m=3$ this happens at $w=-0.074$ eV. At twice that value the splitting is −0.132 eV and the order is reversed. A negative $w$, as expected when the outward-phased lone pairs overlap positively, opposes the rule for odd $m$ and supports it for even $m$.

In extended Hückel theory the basis is not orthogonal. The equations are $(H-ES)c=0$, with $S$ here the overlap matrix, and each coupling $H_{ij}$ is replaced by $H_{ij}-ES_{ij}$. If only neighbouring orbitals of the chain overlap, $ES-H$ is still tridiagonal and $\det(ES_{QQ}-H_{QQ})=\det S_{QQ}\prod_k(E-\epsilon_k)$ with $\det S_{QQ}>0$. The sign count then applies to these energy-dependent couplings, with $\nu$ counting the levels $\epsilon_k$ of the non-orthogonal bridge problem. A full extended Hückel matrix also couples orbitals that are not neighbours, and for it the count is not guaranteed.

## Back to the diamines

The molecules have idealized geometries: tetrahedral angles and bond lengths CC 1.54, CN 1.47, CH 1.09 and NH 1.01 Å. An orbital is labelled $S$ if it has equal values at symmetry-related points on the two lone-pair axes, and $A$ if the values are opposite. For $m=3$, $E_S=-7.81$ eV and $E_A=-9.67$ eV. For $m=4$, $E_S=-9.16$ eV and $E_A=-7.89$ eV. The parity rule holds for all four molecules, although the Hartree–Fock operator contains interactions that the chain omits. The agreement is tied to the all-anti conformation. Rotating both NH₂ groups by 120° about their C–N bonds, keeping the twofold axis, leaves the chain of bonds unchanged, yet it lowers the splitting to +0.21 eV for $m=3$ and turns it to +0.05 eV for $m=4$, against the rule.

The decay is another matter. From $m=3$ to 5 the mean factor per bond is $\sqrt{0.862/1.858}=0.68$, and from $m=4$ to 6 it is 0.71. These are about twice the model's $q=1/3$. That value came from round parameters, but parameters taken from the molecules do not close the gap. Expressed in sp³ hybrids built from Löwdin-orthogonalized atomic orbitals, the same Fock matrix has $\gamma\approx-3.2$ eV on carbon and $-4.2$ eV on nitrogen, $\beta\approx-18$ eV for CC and $-19$ eV for CN, and unequal hybrid energies ($-12.5$ eV for the lone pairs, $-0.6$ to $-4.5$ eV for the bond hybrids), so the equal-energy formula does not apply directly. The nearest-neighbour chain with these elements gives +0.12 eV for $m=3$ and −0.03 eV for $m=4$, with a factor of about 0.25 per bond. Keeping all couplings among the same hybrids gives +3.2 and −2.3 eV. The size of the molecular splittings and their slow decay therefore come mainly from couplings between hybrids that are not neighbours in the chain. The largest of these, 2.5 to 2.8 eV, join anti-oriented hybrids on adjacent atoms; keeping couplings up to third neighbours in the chain already gives +2.7 and −1.7 eV, while the direct coupling $w$ is below 0.06 eV. With every $\gamma$ set to zero and the other couplings kept, the splittings are +1.5 and −1.0 eV, with the same signs. The chain reproduces the sign but not the magnitude, and its $\gamma$–$\beta$ path is not needed to produce the order in these molecules. Four molecules show a decrease with length but cannot establish that it is exponential.

These numbers are differences of orbital energies in a minimal basis, and they are not converged in the basis. With 6-31G* the splittings for $m=3$ to 6 become +1.89, −1.49, +1.02 and −0.82 eV and both factors per bond become 0.74: the signs stay, the sizes shift by up to 0.2 eV. They equal differences of ionization energies only if electronic relaxation and correlation affect both ionizations equally. For $m=3$ in STO-3G, equation-of-motion coupled-cluster ionization energies (EOM-IP-CCSD) differ by 1.61 eV instead of 1.86 eV, in the same order.
